\section*{Random-dopant threshold scatter of a MOS capacitor: depth weight and corrections, part 2}

A planar n-channel MOS structure on p-type (100) silicon has oxide thickness $t_{ox}$, permittivities $\varepsilon_{ox}$ and $\varepsilon_s$, $C_{ox}=\varepsilon_{ox}/t_{ox}$ and gate area $A=L\,W_{ch}$. Acceptors of mean density $N$ are placed independently at random. We seek the standard deviation $\sigma$ of the threshold voltage $V_T$, now for (d) fixed charge in a quantized inversion layer, then (e) numerically for all cases. Depth below the interface is $x$ or $z$, $V_t=k_BT/q$, $\psi$ is the potential relative to the neutral bulk, $\psi_s=\psi(0)$, $E=-\psi'$, $E_s=E(0)$, and $V_G$ is the gate voltage.

(a) In the depletion approximation, with threshold at $\psi_s=2V_t\ln(N/n_i)$ and edge $W=\sqrt{2\varepsilon_s\psi_s/(qN)}$, $\delta n$ extra acceptors per area at $x$ give $\delta V_T=(q/C_{ox})(1-x/W)\,\delta n$. Hence
\begin{equation}
\sigma_0=\frac{q}{C_{ox}}\sqrt{\frac{NW}{3LW_{ch}}}=\frac{q}{C_{ox}A}\sqrt{\frac{NWA}{3}} .
\label{eq:sigma0}
\end{equation}
\begin{equation}
\frac{d\ln\sigma_0}{d\ln N}=\frac14\Bigl[1+\frac{1}{\ln(N/n_i)}\Bigr].
\label{eq:expo}
\end{equation}
The edge has relative scatter $1/\sqrt{3NWA}$. With an undoped top layer $d$, $W_d^2=W^2+d^2$ and
\begin{equation}
\sigma_d^2=\Bigl(\frac{q}{C_{ox}}\Bigr)^2\frac{N\,(W_d-d)^3}{3A\,W_d^2}.
\label{eq:retro}
\end{equation}

(b) For Boltzmann carriers, with $u_s=\psi_s/V_t$ and $L_D=\sqrt{\varepsilon_sV_t/(qN)}$, the weight is $v=E/E_s$, about $1-1/(2u_s)-x/W$ in mid-layer. $W/3$ becomes
\begin{equation}
\int_0^\infty v^2dx=\frac{1}{E_s^2}\int_0^{\psi_s}E\,d\psi .
\label{eq:pb}
\end{equation}
\begin{equation}
\frac{\sigma_{PB}}{\sigma_0}=1-\frac{3}{4u_s}+O(u_s^{-3/2}).
\label{eq:asym}
\end{equation}

(c) A unit sheet charge of lateral wave number $k$ at $x$ gives the interface potential
\begin{equation}
g(k,x)=\frac{\sinh k(W-x)/\sinh kW}{k\,[\varepsilon_{ox}\coth kt_{ox}+\varepsilon_s\coth kW]} .
\label{eq:g}
\end{equation}
With $H(k)=\int_0^Wg^2dx$, averaging over an open strip of length $L$ multiplies the variance by
\begin{equation}
R(L)=\frac2\pi\int_0^\infty\Bigl(\frac{\sin\theta}{\theta}\Bigr)^2\frac{H(2\theta/L)}{H(0)}\,d\theta .
\label{eq:R}
\end{equation}
For large $L$, $1-R\simeq\ell/L$. The local variance is
\begin{equation}
\langle\delta\psi_s^2\rangle_{loc}=Nq^2\int\frac{d^2k}{(2\pi)^2}H(k)=\frac{Nq^2}{2\pi}\int_0^\infty kH(k)\,dk ,
\label{eq:loc}
\end{equation}
a lower bound with reflecting sidewalls. Subtracting the variance of the mean gives that of the spread about it, which must be small against $V_t$ for linear response. Here $m=1+C_d/C_{ox}$, $C_d=\varepsilon_s/W$.

Example: $N=2\times10^{18}\,\mathrm{cm^{-3}}$, $t_{ox}=2$ nm, $L=W_{ch}=50$ nm, $d=10$ nm, $T=300$ K, $\varepsilon_s=12\,\varepsilon_0$, $\varepsilon_{ox}=3.9\,\varepsilon_0$, $n_i=10^{10}\,\mathrm{cm^{-3}}$, valley masses $0.9\,m_0$ and $0.2\,m_0$.

\section*{(d) Fixed charge in a quantized inversion layer}

The electrons are taken as nondegenerate, their own charge is neglected, the oxide is a hard wall, and the reference state has the $\psi_s$ and $W$ of part (a). Measured from the conduction-band edge at the interface, the confining energy is $U(z)=-q[\psi(z)-\psi_s]$, and the subband energies $E_i$ follow from $-(\hbar^2/2m_z)\chi''+U\chi=E_i\chi$. A subband of valley degeneracy $g_v$ and in-plane mass $m_d$ has the density of states $g_vm_d/(\pi\hbar^2)$, spin included. The band edge at the interface lies $q\psi_s$ below its bulk value, so the electron charge per area obeys
\begin{equation}
\ln Q_n=\frac{\psi_s}{V_t}+\ln\sum_i g_vm_d\,e^{-E_i/k_BT}+\text{const}.
\end{equation}
The Hellmann--Feynman theorem gives $\delta E_i=-q\langle\delta\psi\rangle_i+q\,\delta\psi_s$. With $P_i$ the fractional populations, which sum to one, $\delta\ln Q_n=\delta\psi_s/V_t-\sum_iP_i\,\delta E_i/k_BT$. The terms in $\delta\psi_s$ cancel and $\delta\ln Q_n=\langle\delta\psi\rangle/V_t$, the average being taken over the density $\sum_iP_i\chi_i^2(z)$. Fixed charge means $\langle\delta\psi\rangle=0$.

At $k=0$ the oxide is equivalent to a silicon layer of thickness $t'=\varepsilon_s/C_{ox}$. The potential of a unit sheet at $x$ is linear on both sides and vanishes at $-t'$ and at $W$. A gate step $\delta V_G$ gives a line that equals $\delta V_G$ at $-t'$ and zero at $W$. With $z_<$ and $z_>$ the smaller and larger of $z$ and $x$,
\begin{equation}
\delta\psi(z)=\delta V_G\frac{W-z}{W+t'}-q\,\delta n\,\frac{(z_<+t')(W-z_>)}{\varepsilon_s(W+t')} .
\end{equation}
The slope of the last fraction changes from $(W-x)$ to $-(x+t')$ over $\varepsilon_s(W+t')$ at $z=x$, a jump of $-1/\varepsilon_s$ as a unit charge requires. Setting the average to zero and using $q/\varepsilon_s=q/(C_{ox}t')$,
\begin{equation}
\delta V_T=\frac{q\,\delta n}{C_{ox}}\,w_Q(x),\qquad w_Q(x)=\frac{\langle(z_<+t')(W-z_>)\rangle}{t'\,(W-\langle z\rangle)} .
\label{eq:wq}
\end{equation}
Electrons at $z=0$ give back $1-x/W$. At $x=0$ the numerator is $t'\langle W-z\rangle$, so $w_Q(0)=1$, and the slope there is $+1/t'$ because all electrons have $z>x$. The weight therefore rises above one before it falls. For a dopant below all electrons the numerator is $(\langle z\rangle+t')(W-x)$, that is
\begin{equation}
w_Q=f\Bigl(1-\frac xW\Bigr),\qquad f=\frac{1+\langle z\rangle/t'}{1-\langle z\rangle/W}.
\label{eq:f}
\end{equation}
For an electron with $z>x$ the true numerator minus this form is $(x+t')(W-z)-(z+t')(W-x)=(x-z)(W+t')<0$. Equation (\ref{eq:f}) is thus an upper bound on the weight at every depth, and $\sigma_Q<f\sigma_0$. Since $(1+\langle z\rangle/t')/C_{ox}=[t_{ox}+(\varepsilon_{ox}/\varepsilon_s)\langle z\rangle]/\varepsilon_{ox}$, the centroid lengthens the oxide. Under this criterion the scatter is not proportional to $t_{ox}$ and tends to a nonzero value as $t_{ox}\to0$, because the electrons lie at a finite depth. For classical electrons, with density $\propto e^{\psi/V_t}$, the relation $\delta\ln Q_n=\langle\delta\psi\rangle/V_t$ holds as well, and $\langle z\rangle\simeq V_t/E_s$ in a nearly constant field.

\section*{(e) Numbers}

All values are taken from the numerical output below or follow from it by the arithmetic shown. With $V_t=25.852$ mV and $\psi_s=0.98826$ V, $u_s=38.23$ and $\ln(N/n_i)=u_s/2=19.11$. With $L_D=2.9278$ nm, $W=\sqrt{76.46}\times2.9278=25.60$ nm. The mean count is $NWA=128$ and the step per charge is $3.7118$ mV, so
\begin{equation}
\sigma_0=3.7118\ \mathrm{mV}\times\sqrt{128/3}=3.7118\times6.532\ \mathrm{mV}=24.2\ \mathrm{mV},
\end{equation}
or $\sigma_0\sqrt A=1.21$ mV\,$\mu$m, and $34.3$ mV for the difference within a pair. The edge scatters by $1/\sqrt{384}=5\%$ of $W$. For the undoped layer on the area $4A$ there are $4\times128/25.6=20$ dopants per nm of depth and $W_d=27.484$ nm. The count variance in (\ref{eq:retro}) is $20\times17.484^3/(3\times27.484^2)=47.2$, and $\sigma_d=(3.7118/4)\times6.868=6.37$ mV, a factor $0.53$ relative to uniform doping on the same area.

\begin{center}
\begin{tabular}{lcc}
Case & $\sigma$ (mV) & ratio to (\ref{eq:sigma0})\\
\hline
Unweighted count, $A$ & 42.0 & 1.73\\
Weight $1-x/W$, $A$ & 24.2 & 1\\
Weight $1-x/W$, $4A$ & 12.1 & 1\\
Undoped 10 nm, $4A$ & 6.4 & 0.53\\
Boltzmann carriers, $A$ & 23.8 & 0.98\\
Open strip, $A$ & 20.7 & 0.86\\
Fixed quantized charge, $A$ & 30.9 & 1.27
\end{tabular}
\end{center}

Each ratio refers to (\ref{eq:sigma0}) at the same area. The last three rows are separate corrections and are not combined here.

Equations (\ref{eq:sigma0}) and (\ref{eq:retro}) were tested by sampling discrete sheets at Poisson depths and locating the edge from the moment condition without linearization. The samples give $24.21$, $12.19$ and $6.35$ mV against $24.25$, $12.12$ and $6.37$ mV, deviations of $-0.2\%$, $+0.6\%$ and $-0.3\%$ relative to the formulas. The tolerance was four sampling errors plus the inverse count variance, an allowance for the discreteness of the sheets, whose effect on the count variance is not derived here.

For Boltzmann carriers the weight $E/E_s$ was tested against finite-difference solutions with an inserted sheet at six depths, within $2\times10^{-4}$. At $x/W=0.25$ and $0.50$ it is $0.7366$ and $0.4867$, below $1-x/W$ by $0.0134$ and $0.0133$, near the leading-order offset $1/(2u_s)=0.0131$. At $x=W$ and $1.2\,W$ it is $0.0565$ and $0.0113$ where part (a) gives zero. The depth (\ref{eq:pb}) is $8.235$ nm against $W/3=8.533$ nm, and $\sqrt{8.235/8.533}=0.9824$. Equation (\ref{eq:asym}) gives $0.9804$; the excess $0.0020$ is positive and below $u_s^{-3/2}=0.0042$, the tolerance of that test. The exponent (\ref{eq:expo}) is $0.25\,(1+1/19.11)=0.2631$, and the Boltzmann model gives $0.2640$. Differentiating (\ref{eq:asym}) with $du_s/d\ln N=2$ predicts a leading excess $3/(2u_s^2)=0.0010$, against $0.0009$ found.

The response (\ref{eq:g}) was tested on a one-dimensional grid at $x=0.3\,W$ for $kW=0,1,5$, and (\ref{eq:R}) on a two-dimensional grid, which gives $\sqrt R=0.8551$ for $L=50$ nm by both routes; the table entry is $0.855\times24.25$ mV. At $L=1000$ nm, $\sqrt R=0.9931$. The products $(1-R)L$ are $(1-0.85506^2)\times50=13.4$ nm and $(1-0.99314^2)\times1000=13.7$ nm, so the $1/L$ law describes both lengths, with $\ell\simeq13.7$ nm for this stack; $\ell$ depends on $t_{ox}$ and the permittivities as well as on $W$. Equation (\ref{eq:loc}) was tested against a sum over vertical modes for equal permittivities. For the actual stack, in the depletion approximation, it gives $39.9$ mV, or $1.54\,V_t$. The mean surface potential over the gate scatters by $\sigma_0/m=24.246/1.2404=19.5$ mV, half the local value. With reflecting sidewalls the spread about the device mean, averaged over the gate, is therefore at least $\sqrt{39.9^2-19.5^2}=34.8$ mV, or $1.35\,V_t$. The condition for a response linear in the potential is violated for this gate and for any larger one. The value $\sigma_0$ is then the scatter of the gate voltage that restores the mean band bending, and an estimate of uncontrolled accuracy for a threshold read from a current, whose path through the potential landscape is not modelled.

On the (100) surface two valleys have $m_z=0.9\,m_0$, $g_vm_d=0.40\,m_0$, and four have $m_z=0.2\,m_0$, $g_vm_d=4\sqrt{0.9\times0.2}\,m_0=1.70\,m_0$. In the parabolic depletion potential $U(z)$ of part (d), whose field is $0.772$ MV/cm at the surface and falls with depth, their lowest subbands lie at $145$ and $236$ meV, and the thermal centroid is $\langle z\rangle=1.42$ nm. This adds $0.46$ nm to the 2 nm oxide. With $t'=6.154$ nm,
\begin{equation}
f=\frac{1+1.4176/6.1538}{1-1.4176/25.6}=\frac{1.2304}{0.9446}=1.30 .
\end{equation}
The weight (\ref{eq:wq}) was tested, within $2\times10^{-4}$, by solving the Schr\"odinger equation again with a finite sheet and finding the gate voltage that holds $Q_n$.

\begin{center}
\begin{tabular}{cccc}
$x$ (nm) & $1-x/W$ & $f\,(1-x/W)$ & $w_Q$\\
\hline
0.5 & 0.980 & 1.277 & 1.080\\
1.5 & 0.941 & 1.226 & 1.175\\
5.0 & 0.805 & 1.048 & 1.048\\
15.0 & 0.414 & 0.539 & 0.539
\end{tabular}
\end{center}

The weight rises from one with the initial slope $1/t'$, which predicts $1+0.5/6.154=1.081$ at $0.5$ nm, and meets the bound by $5$ nm. Integrating $w_Q^2$ over depth gives $\sigma_Q/\sigma_0=1.27$, which is $2\%$ below the bound $f$, and $\sigma_Q=30.9$ mV. Classical electrons would have $\langle z\rangle\simeq25.852/77.2=0.33$ nm, the field being $77.2$ mV/nm, and the bound $f=1.054/0.987=1.07$. Of the three corrections, the choice of threshold criterion together with quantization is the largest in this example. The value $1.27$ rests on rough masses, a hard wall, uncharged electrons and a reference state with the $\psi_s$ of part (a), where the quantized layer holds less charge than a classical one; a larger threshold charge means larger $\psi_s$ and $W$ and a different value, and it keeps the lateral averaging that the local scatter of $1.54\,V_t$ puts in doubt.

\section*{Calculated quantities}
\begin{verbatim}
T = 300 K
N = 2e+18 cm^-3
ni = 1e+10 cm^-3
tox = 2 nm
L = Wch = 50 nm
eps_s/eps0 = 12
eps_ox/eps0 = 3.9
Vt = 25.852 mV
psi_s = 0.98826 V
W = 25.6 nm
Cox = 1.7266 uF/cm^2
Cd = 0.41503 uF/cm^2
m = 1+Cd/Cox = 1.2404
qNW/Cox = 0.47512 V
mean dopants NWA = 128
q/(Cox A) = 3.7118 mV
unweighted sigma = 41.995 mV
sigma0 = 24.246 mV
sigma0*sqrt(A) = 1.2123 mV um
pair sqrt(2)*sigma0 = 34.289 mV
undoped layer d = 10 nm
W with undoped layer = 27.484 nm
sigma (A): formula 24.246 mV, Monte Carlo 24.206 mV
sigma (4A): formula 12.123 mV, Monte Carlo 12.191 mV
sigma (4A, undoped d): formula 6.373 mV, Monte Carlo 6.353 mV
Debye length = 2.9278 nm
x/W = 0.02: E/Es 0.9697, inserted sheet 0.9697, 1-x/W 0.9800
x/W = 0.25: E/Es 0.7366, inserted sheet 0.7367, 1-x/W 0.7500
x/W = 0.50: E/Es 0.4867, inserted sheet 0.4867, 1-x/W 0.5000
x/W = 0.75: E/Es 0.2387, inserted sheet 0.2387, 1-x/W 0.2500
x/W = 1.00: E/Es 0.0565, inserted sheet 0.0566, 1-x/W 0.0000
x/W = 1.20: E/Es 0.0113, inserted sheet 0.0113, 1-x/W 0.0000
W/3 = 8.5334 nm
PB int w^2 dx = 8.235 nm
PB sigma = 23.818 mV
PB sigma/sigma0 = 0.98236
1 - 3Vt/(4psi_s) = 0.98038
exponent formula = 0.26308
exponent PB = 0.26396
strip sqrt(R), L = 50 nm, Fourier = 0.85506
strip sqrt(R), 2D grid = 0.85511
strip sqrt(R), L = 1000 nm = 0.99314
local rms surface potential = 39.928 mV
local rms / Vt = 1.5445
surface field = 0.77207 MV/cm
mz = 0.9 m0, g*md = 0.4000 m0: lowest subband 144.7 meV
mz = 0.2 m0, g*md = 1.6971 m0: lowest subband 235.6 meV
x = 0.5 nm: quantum weight 1.0797, re-solved 1.0797, 1-x/W 0.9805
x = 1.5 nm: quantum weight 1.1747, re-solved 1.1747, 1-x/W 0.9414
x = 5.0 nm: quantum weight 1.0480, re-solved 1.0480, 1-x/W 0.8047
x = 15.0 nm: quantum weight 0.5393, re-solved 0.5393, 1-x/W 0.4141
tp = eps_s/Cox = 6.1538 nm
centroid <z> = 1.4176 nm
(eps_ox/eps_s)<z> = 0.46071 nm
centroid factor bound = 1.3025
quantum sigma/sigma0 = 1.2736
quantum sigma = 30.879 mV
\end{verbatim}
